Alternating phase-shift gratings and the coherent on-axis resolution limit

**1. Two sinusoidal masks**

Consider two masks whose transmitted amplitude varies smoothly along x. Both are dark at x = p/2, 3p/2, 5p/2 and so on, so both describe dark lines at pitch p. The first has a transmission that is nowhere negative:

t₁(x) = cos²(πx/p) = 1/2 + (1/4) exp(2πix/p) + (1/4) exp(−2πix/p). (1)

The second changes sign from each bright region to the next:

t₂(x) = cos(πx/p) = (1/2) exp(iπx/p) + (1/2) exp(−iπx/p). (2)

A negative transmission means a phase shift of π. When a plane wave falls on the masks at normal incidence, each exponential becomes one diffracted plane wave. The first mask sends out a straight-through wave and two waves of spatial frequency ±1/p. The second sends out no straight-through wave, and its two waves have frequencies ±1/(2p), half as large.

A lens that accepts frequencies up to f_c must satisfy 1/p < f_c to form any fringes from the first mask, but only 1/(2p) < f_c for the second. The intensity formed by the second mask is cos²(πx/p), which repeats with p and not with 2p, because squaring removes the sign. The same line pitch has therefore been carried by waves of half the frequency. What follows establishes this for masks with sharp-edged lines and spaces, and separates the part played by the missing zeroth order from the part played by the halved frequency.

**2. The lens as a filter**

Let light of vacuum wavelength λ illuminate the mask as one plane wave along the optical axis, and let the image be formed in air. All lengths are given on the wafer scale, so the magnification of the lens has been absorbed into x. The mask is taken to be thin: it multiplies the incident field by t(x). The grating is infinite, and the electric field points along the lines. The field vectors of all diffracted waves are then parallel, and their amplitudes add as scalars.

A wave exp(2πifx) travels at an angle θ to the axis with

sin θ = λf. (3)

The numerical aperture NA is the largest accepted value of |sin θ|, so the lens passes |f| < f_c, where

f_c = NA/λ. (4)

The lens has no aberrations, and its transmission is set to one inside the pupil. A wave exactly on the pupil edge is left out of consideration. At best focus the image field is the mask field with all frequencies beyond f_c removed. In real space this is a convolution of t(x) with the kernel

h(u) = ∫ exp(2πifu) df, from −f_c to f_c, = sin(2πf_c u)/(πu). (5)

For a mask of period 2p the frequencies are m/(2p) with integer m, and

E(x) = Σ c_m exp(iπmx/p), |m|/(2p) < f_c, (6)

c_m = (1/2p) ∫ t(x) exp(−iπmx/p) dx over one period. (7)

The intensity is I = |E|², measured relative to an open mask, for which t = 1 and I = 1.

**3. Diffraction orders of lines and spaces**

Let one period 2p contain two clear spaces separated by opaque lines. Space A is centred at x = 0, with width w_A and transmission 1. Space B is centred at x = p, with width w_B and transmission τ, which may be complex. For m ≠ 0, space A contributes to the integral in (7)

∫ exp(−iπmx/p) dx, from −w_A/2 to w_A/2, = (2p/πm) sin(πm w_A/2p). (8)

For space B put x = p + y. The exponential acquires the factor exp(−iπm) = (−1)^m, and the remaining integral has the form (8) with w_B. Dividing by 2p gives

c_m = (1/πm) [sin(πm w_A/2p) + (−1)^m τ sin(πm w_B/2p)], m ≠ 0, (9)

c_0 = (w_A + τ w_B)/(2p). (10)

The zeroth order is the mean transmission. It vanishes when τ = −w_A/w_B, so for equal spaces the required value is τ = −1: equal amplitude and a phase shift of π. With τ = −1 the spaces must have equal widths, but they need not be as wide as the lines.

For equal widths w_A = w_B = w, equation (9) becomes

c_m = [1 + (−1)^m τ] sin(πmw/2p)/(πm). (11)

In the binary mask, τ = 1. The bracket is 2 for even m and 0 for odd m. The true period is then p, and it is convenient to write m = 2n and b_n = c_2n:

b_0 = w/p, b_n = sin(πnw/p)/(πn), (12)

with frequencies n/p.

In the alternating mask, τ = −1. The bracket is 0 for even m and 2 for odd m, so

c_m = (2/πm) sin(πmw/2p) for odd m, c_m = 0 for even m. (13)

The absence of even orders does not depend on sharp edges. Suppose only that t(x + p) = −t(x). Shifting x by p multiplies the coefficient c_m by exp(iπm) = (−1)^m, while the sign reversal multiplies it by −1. Hence (−1)^m c_m = −c_m, which for even m gives c_m = 0. The smooth mask (2) is one example.

**4. The two resolution limits**

For 0 < w < p, both b_1 = sin(πw/p)/π and c_1 = (2/π) sin(πw/2p) are positive. The first orders are therefore present in both masks, and the limits follow from their positions alone.

The binary first orders pass when 1/p < NA/λ, that is, when

p > λ/NA. (14)

Below this pitch only b_0 reaches the wafer. The image is uniform, with I = (w/p)², and contains no trace of the lines.

The alternating first orders pass when 1/(2p) < NA/λ, that is, when

p > λ/(2NA). (15)

Below this pitch no order passes, and the image is dark. The limiting line density 1/p has risen from NA/λ to 2NA/λ, a factor of two.

The third orders of the alternating mask lie at ±3/(2p). They are stopped when p < 3λ/(2NA). In the range λ/(2NA) < p < 3λ/(2NA) the image therefore consists of two waves, and since c_−1 = c_1,

E(x) = c_1 [exp(iπx/p) + exp(−iπx/p)] = 2c_1 cos(πx/p), (16)

I(x) = 4c_1² cos²(πx/p) = 2c_1² [1 + cos(2πx/p)]. (17)

The last form shows the period p. The intensity reaches zero at the centre of every line, because the field has opposite signs on the two sides and must pass through zero. The contrast (I_max − I_min)/(I_max + I_min) is one.

The space width w enters (17) through the peak value alone, I_peak = (16/π²) sin²(πw/2p). It does not change the shape of the fringe. If a resist were described by a threshold I_t, with the region I < I_t left as a line, the line width D would follow from cos²(πx/p) = sin²[π(x − p/2)/p]:

D = (2p/π) arcsin √(I_t/I_peak). (18)

A threshold at half the peak gives D = p/2 whatever the width of the mask space. This threshold is a model of the resist, not a property of the image.

For numbers, take the round parameters λ = 200 nm, NA = 0.5, p = 250 nm and w = 125 nm. The cutoff frequency is f_c = 0.5/(200 nm) = 2.5 µm⁻¹. The binary first order lies at 1/(250 nm) = 4 µm⁻¹ and is stopped. The alternating first order lies at 2 µm⁻¹ and passes, while its third order, at 6 µm⁻¹, is stopped.

The binary image is uniform at I = (0.5)² = 0.25. The alternating mask has c_1 = (2/π) sin(π/4) = 0.450 and gives fringes with peak intensity 4c_1² = 0.811.

The limiting pitches are 200/0.5 = 400 nm and 200/(2 × 0.5) = 200 nm, or 2.5 and 5 lines per micrometre. The numerical output printed with this text also gives limits found by integrating kernel (5) over the spaces of a long finite grating, without use of diffraction orders. They are 400.0 nm and 200.0 nm.

**5. What the missing zeroth order does, and what it does not do**

Suppose the zeroth order of the binary mask is removed, for instance by a small stop at the centre of the pupil. For λ/NA < p < 2λ/NA the field that remains is

E(x) = 2b_1 cos(2πx/p). (19)

It still requires the orders at ±1/p, so the smallest usable mask pitch is still λ/NA. The numerical limit for this case is 400.0 nm, as for the complete binary mask. Removing the zeroth order has not moved the cutoff. It has changed the image: the intensity 4b_1² cos²(2πx/p) has period p/2, with a bright fringe at x = p/2, in the middle of an opaque line. The fringes no longer reproduce the mask pattern.

The opposite case is an alternating mask whose zeroth order is not quite cancelled. Let the shifted spaces transmit τ = −a with real a between 0 and 1. Define

s = sin(πw/2p)/(πw/2p). (20)

Equations (10) and (11) then give

c_0 = (w/2p)(1 − a), c_1 = (w/2p) s (1 + a). (21)

The second orders have returned as well, at ±1/p. They are stopped for p < λ/NA, the range of interest here. The field is c_0 + 2c_1 cos(πx/p), and the peaks at the centres of neighbouring spaces differ by

I(0) − I(p) = (c_0 + 2c_1)² − (c_0 − 2c_1)² = 8c_0c_1 = 2(w/p)² s (1 − a²). (22)

The first orders still lie at ±1/(2p), and the limit λ/(2NA) is unchanged. With a = 0.8 the numerical limit, which marks the pitch at which these orders enter the lens, is 200.0 nm. At p = 250 nm, however, neighbouring peaks are 0.740 and 0.578. Formula (22), with s = c_1/(w/p) = 0.450/0.5 = 0.900 from the ideal mask, gives 2 × 0.25 × 0.900 × 0.36 = 0.162, in agreement with their difference. The image now repeats with 2p. The dark lines have moved as well: the field vanishes where cos(πx/p) = −c_0/(2c_1), at 130 nm and 370 nm instead of 125 nm and 375 nm.

Unequal widths act in the same way. With τ = −1, equation (10) gives c_0 = (w_A − w_B)/(2p). Widths of 125 nm and 100 nm leave c_0 = 25/500 = 0.05, the same zeroth order as in the amplitude example, where c_0 = 0.25 × 0.2.

The two effects can now be distinguished. Any difference between neighbouring spaces, τ ≠ 1, doubles the period of the mask and places orders at ±1/(2p), which sets the cutoff. Passing these orders is not enough to form a dark line at every opaque line. For equal widths, real τ < 1 and p < λ/NA, the field c_0 + 2c_1 cos(πx/p) has two zeros in each period 2p only if 2c_1 > |c_0|, that is, 2s(1 − τ) > |1 + τ|. Every negative τ satisfies this, because s > 2/π. A mask with τ = +0.5 and w = p/2 does not: it has c_0 = 0.375 and 2c_1 = 0.225, and its image shows a single minimum in each period 2p. The change of sign thus keeps the zeroth order weak enough for lines at pitch p to appear. For spaces of equal width, its complete cancellation makes all bright fringes equal, so that the image has the period p of the lines.

The factor of two refers to on-axis illumination of the binary mask. From (6), the intensity is a sum of terms whose frequencies are differences of two accepted frequencies, and such a difference is smaller than 2f_c. The intensity of a coherent image formed by this pupil therefore has no Fourier component at or above the frequency 2NA/λ. A regular pattern of equal fringes must have a density below this value, and the alternating mask comes arbitrarily close to that bound.

A binary mask can approach it too if the incident wave is tilted. A tilt that multiplies the mask field by exp(iπx/p) moves the orders n = 0 and n = −1 to 1/(2p) and −1/(2p). For p < 3λ/(2NA) their neighbours at ±3/(2p) are stopped, and

I(x) = |b_0 exp(iπx/p) + b_1 exp(−iπx/p)|² = b_0² + b_1² + 2b_0b_1 cos(2πx/p). (23)

The pitch limit is again λ/(2NA). The contrast is 2b_0b_1/(b_0² + b_1²), which is less than one because b_1 < b_0. The alternating mask has two equal waves and keeps full contrast.

**6. Defocus**

At a distance z from best focus, each wave has acquired the phase k_z z, where k_z = (2π/λ) cos θ. In the two-wave image (16) both waves have the same |θ|. Their common phase factor disappears from |E|², and (17) holds at every z within this model. The infinite grating is essential here: from a finite grating the two beams separate with defocus, and for five spaces at p = 250 nm the central peak falls from 0.81 in focus to 0.79 at 300 nm and 0.10 at 2 µm.

A binary image with three waves behaves differently. Let its pitch be P, with λ/NA < P < 2λ/NA, so that the orders n = 0 and ±1 pass. The first orders lag behind the zeroth by

ψ = (2πz/λ)(1 − cos θ), sin θ = λ/P. (24)

Apart from a common phase factor, the field is b_0 + 2b_1 exp(−iψ) cos(2πx/P). Its squared modulus is

I(x) = b_0² + 4b_0b_1 cos ψ cos(2πx/P) + 4b_1² cos²(2πx/P). (25)

The first and last terms are equal at the centre of a space and at the centre of a line. The middle term changes sign between them, so

I(0) − I(P/2) = 8b_0b_1 cos ψ. (26)

A fair comparison uses equal diffraction angles. A binary pitch P = 500 nm gives sin θ = 200/500 = 0.4, and the alternating pitch p = 250 nm gives sin θ = λ/(2p) = 0.4 as well. Then cos θ = 0.9165, and a defocus of 300 nm produces ψ = 2π × 1.5 × 0.0835 = 0.787 rad.

For spaces of width P/2, b_0 = 1/2 and b_1 = 1/π, so the binary modulation (26) is 4/π = 1.273 in focus and 0.899 at this defocus. It vanishes at ψ = π/2, where z = λ/[4(1 − cos θ)] = 599 nm. What remains there is the uniform term b_0² and the last term of (25), a fringe of period P/2 that is equally bright in lines and spaces. The alternating peak at 300 nm defocus is still 0.811.

This insensitivity is lost when the light is tilted across the lines. If a source point sends in a wave of frequency g ≠ 0 along x, the two orders move to g + 1/(2p) and g − 1/(2p). Their values of k_z then differ. As long as no other order passes the lens, the fringe becomes

I(x) = 2c_1² [1 + cos(2πx/p + Δφ)], Δφ = z [k_z(g + 1/2p) − k_z(g − 1/2p)]. (27)

An extended source adds fringes displaced by different amounts, and out of focus the contrast falls. The condition for both orders to pass also becomes stricter, |g| + 1/(2p) < f_c, so tilted source points lose the two-wave image at a larger pitch than (15) states.

**7. An error in the phase shift**

Let the shifted spaces have the correct amplitude but a phase error δ, so that τ = −exp(iδ). Taking out a factor exp(iδ/2) in (10) and (11) gives

c_0 = (w/2p)[1 − exp(iδ)] = −i (w/p) exp(iδ/2) sin(δ/2), (28)

c_1 = (w/2p) s [1 + exp(iδ)] = (w/p) s exp(iδ/2) cos(δ/2). (29)

Their ratio is c_0/c_1 = −i tan(δ/2)/s. The leaked zeroth order is a quarter period out of phase with the first orders, whereas in (21) it was in phase. This difference determines how the error appears in the image.

For λ/(2NA) < p < λ/NA the orders 0 and ±1 pass. Write C = cos(πx/p), and let ψ be given by (24) with sin θ = λ/(2p). At defocus z,

I = (w/p)² |−i sin(δ/2) + 2s cos(δ/2) C exp(−iψ)|². (30)

The cross term is twice the real part of i exp(−iψ), which is 2 sin ψ, times sin(δ/2) · 2s cos(δ/2) C = s C sin δ. Therefore

I = (w/p)² [sin²(δ/2) + 4s² cos²(δ/2) C² + 2s C sin δ sin ψ]. (31)

In focus, sin ψ = 0 and the intensity depends on C² alone. Neighbouring peaks are equal, and the error shows itself as light at the line centres, where C = 0 and I = (w/p)² sin²(δ/2). Out of focus, the last term has opposite signs at x = 0 and x = p, so that

I(0) − I(p) = 4(w/p)² s sin δ sin ψ. (32)

Reversing the sign of z exchanges the brighter and the darker space. An amplitude error is different: by (22) it makes the peaks unequal already at best focus.

For δ = 10° at p = 250 nm, both peaks in focus are 0.806, and the minimum has risen from zero to 0.25 sin²(5°) = 0.0019. An inspection at best focus would find little amiss. At 300 nm defocus the peaks are 0.862 and 0.751. Formula (32) gives 4 × 0.25 × 0.900 × sin 10° × sin(0.787) = 0.111 for their difference, about 14 per cent of the peak in focus.

**8. Where scalar addition fails**

The limits (14) and (15) say which orders enter the lens. The contrast also depends on whether the fields of those orders are parallel. Let the electric field now lie in the plane of incidence. The two waves at ±θ have the unit field vectors (cos θ, 0, ∓sin θ), each perpendicular to its direction of travel. With φ = πx/p and equal amplitudes c_1, the components add to

E_x = 2c_1 cos θ cos φ, E_z = −2i c_1 sin θ sin φ. (33)

The x components give bright fringes at the spaces, and the z components give bright fringes at the lines. Using 2cos²φ = 1 + cos 2φ and 2sin²φ = 1 − cos 2φ,

I = 4c_1² [cos²θ cos²φ + sin²θ sin²φ] = 2c_1² [1 + cos 2θ cos(2πx/p)]. (34)

The contrast is |cos 2θ|. In the example it is 1 − 2 × 0.4² = 0.68, compared with 1 for a field along the lines. At θ = 45°, where p = λ/√2, the fringes in |E|², the quantity to which an absorbing layer responds, disappear even though both orders pass the lens. This happens within the range of the lens when NA exceeds 1/√2. At still larger angles cos 2θ is negative, and the bright fringes lie at the opaque lines. For such apertures the pitch λ/(2NA) remains the limit for transmitting the orders, but near it a field in the plane of incidence gives weak or reversed fringes in air. Unpolarized light adds (17) and (34) with equal weight and has the contrast cos²θ, which does not reverse but is only 0.36 at sin θ = 0.8. Full contrast requires the electric field to be directed along the lines. Inside a resist of refractive index n the waves travel at a smaller angle θ_r, with sin θ_r = sin θ/n. If reflections from the layers below are neglected, the contrast there is cos 2θ_r. For light arriving from air, sin θ < 1, so for n > √2 the angle θ_r stays below 45° and the fringes in the resist are weakened but neither vanish nor reverse. This does not carry over to an immersion lens, where sin θ_r can reach NA/n with NA > 1: for NA = 1.35 and n = 1.7, cos 2θ_r = −0.26 at the pitch limit, and the fringes are reversed.

Numbers as computed

```
wavelength: 200 nm
numerical aperture: 0.50
example pitch: 250 nm
space width: 125 nm
pupil cutoff frequency: 2.500 per um
binary first-order frequency: 4.000 per um
alternating first-order frequency: 2.000 per um
alternating third-order frequency: 6.000 per um
binary pitch limit, formula: 400.0 nm
binary pitch limit, convolution: 400.0 nm
alternating pitch limit, formula: 200.0 nm
alternating pitch limit, convolution: 200.0 nm
limit ratio, convolution: 2.000
binary limiting line density: 2.50 per um
alternating limiting density: 5.00 per um
binary limit without zeroth order: 400.0 nm
upper pitch of two-beam range: 600.0 nm
alternating first-order amplitude c1: 0.4502
binary mean image intensity: 0.2500
alternating peak intensity, formula: 0.8106
alternating peak, convolution: 0.8106
alternating image contrast: 1.0000
c0 for widths 125 and 100 nm: 0.0500
amplitude ratio in imbalance example: 0.80
pitch limit with that imbalance: 200.0 nm
unequal peak intensities: 0.740, 0.578
peak difference, formula: 0.162
sine of first-order angle: 0.400
cosine of first-order angle: 0.9165
defocus: 300 nm
defocus phase psi: 0.7868 rad
comparison binary pitch: 500 nm
binary modulation in focus: 1.2732
binary modulation at defocus: 0.8990
defocus of zero binary modulation: 598.9 nm
alternating peak at defocus: 0.8106
phase error: 10 degrees
minimum intensity with phase error: 0.00190
phase-error peaks in focus: 0.8063, 0.8063
phase-error peaks at defocus: 0.8617, 0.7510
phase-error peak difference at defocus: 0.1107
contrast, field in plane of incidence: 0.6800
```
